# Chadi's Bond Repulsion for Silicon: Shear Stiffness and Raman Frequency

## The problem

In a diamond crystal, write the energy per two-atom cell as

$$E=E_{\rm bs}+\sum_{i=1}^{4}\left(U_1\varepsilon_i+U_2\varepsilon_i^2\right).$$

Here $\varepsilon_i$ is the fractional change of the length of bond $i$ from its equilibrium value $d$, and $E_{\rm bs}$ is the sum of the occupied band energies. The bands come from an orthogonal basis of one $s$ and three $p$ orbitals per atom. The levels $E_s,E_p$ are fixed, and nearest neighbours are coupled by hoppings that vary as the inverse square of the bond length.

For silicon take the rough values $d=2.35$ Å, bulk modulus $B=0.61$ eV/Å$^3$ and atomic mass $M=28.09$ u. Take $E_p-E_s=6.5$ eV with $E_p=0$, and at length $d$ the rounded hoppings $V_{ss}=-2.0$, $V_{sp}=1.8$, $V_\sigma=3.0$, $V_\pi=-1.0$ eV, which are of the size used in $sp^3$ fits to silicon.

1. Find $U_1$ from the bond length and $U_2$ from the bulk modulus.
2. Show that $U_2$ drops out of $C_{11}-C_{12}$. Does $U_1$ matter? Find the value.
3. Find the frequency of the Raman mode, in which the two sublattices move against each other.

The algebra uses atomic units, so $\hbar=1$.

## Hints

**Hint 1.** Under a uniform dilation every hopping is multiplied by the same factor. What does this say about the slope of $E_{\rm bs}$?

**Hint 2.** Use the strain $(-s/2,-s/2,s)$ along the cubic axes. Compute the bond lengths to second order in $s$ and compare the four of them.

**Hint 3.** Describe the strained crystal by a common bond length and a rotation angle. Which of the two derivatives vanishes at equilibrium?

**Hint 4.** Let the sublattices move against each other along a cubic axis. Two bonds then lengthen and two shorten at first order. Keep the second-order length changes too, because $U_1$ multiplies them.

## Solution

### The Hamiltonian and its curvature

The bonds from an atom A to its neighbours B have unit vectors

$$\mathbf l_i=\frac{1}{\sqrt3}(\sigma_x,\sigma_y,\sigma_z),$$

with signs $(+,+,+)$, $(+,-,-)$, $(-,+,-)$ and $(-,-,+)$. A $p$ orbital splits into a part along the bond, which couples through $V_\sigma$, and a part across it, which couples through $V_\pi$. With rows on A and columns on B, the $4\times4$ block of one bond is therefore

$$T(\mathbf l)=\begin{pmatrix}V_{ss}&V_{sp}\mathbf l^T\\-V_{sp}\mathbf l&\Delta\,\mathbf l\mathbf l^T+V_\pi I\end{pmatrix},\qquad \Delta=V_\sigma-V_\pi .$$

The $sp$ sign reverses because the bond direction seen from the $p$ orbital reverses. The A–B block of $H(\mathbf k)$ is $\sum_i e^{i\mathbf k\cdot\mathbf R_i}T(\mathbf l_i)$, where $\mathbf R_i$ is the lattice vector of the cell containing neighbour $i$. A strain leaves $\mathbf k\cdot\mathbf R_i$ unchanged if $\mathbf k$ is held fixed in reciprocal-lattice coordinates, so a deformation changes only the blocks $T$.

Let $x$ be any deformation parameter, with $H=H_0+xH'+\tfrac12x^2H''+\dots$. Second-order perturbation theory gives the energy of each occupied state. In the sum over occupied states $v$, the terms coupling two occupied states cancel in pairs, since their denominators are opposite. Only couplings to empty states $c$ remain. Two spins and two derivatives give

$$E_{\rm bs}''=2\Big\langle\sum_vH''_{vv}+2\sum_{v,c}\frac{|H'_{cv}|^2}{E_v-E_c}\Big\rangle_{\mathbf k}.\tag{1}$$

The first term is the curvature for frozen states. The second is negative because $E_v<E_c$: the electrons adapt and soften the crystal. The formula requires a gap, which is 1.5 eV here.

### Part 1: the two fits

Let $W$ be the hopping part of $E_{\rm bs}$, that is, the expectation value of $H_{\rm hop}$. Dilation multiplies $H_{\rm hop}$ by $(1+\varepsilon)^{-2}=1-2\varepsilon+3\varepsilon^2-\dots$, so $H'=-2H_{\rm hop}$ and $H''=6H_{\rm hop}$. The first-order energy is the expectation value of $H'$. With four bonds, equilibrium requires

$$-2W+4U_1=0\quad\Rightarrow\quad U_1=\frac W2 .\tag{2}$$

For the bulk modulus, use $V=V_0(1+\varepsilon)^3$. Then

$$\frac{d^2E}{d\varepsilon^2}=9V_0^2(1+\varepsilon)^4\frac{d^2E}{dV^2}+6V_0(1+\varepsilon)\frac{dE}{dV}.$$

At equilibrium $dE/dV=0$ and $B=V_0\,d^2E/dV^2$, so the left side is $9V_0B$. The repulsion contributes $4\times2U_2$. Hence

$$U_2=\frac{9V_0B-E_{\rm bs}''(\varepsilon)}{8}.\tag{3}$$

The cubic lattice constant is $a=4d/\sqrt3$, and the cell volume is $V_0=a^3/4=16d^3/(3\sqrt3)=39.96$ Å$^3$. Summing the bands on a $12\times12\times12$ mesh gives $E_{\rm bs}=-51.706$ eV, of which $-19.077$ eV is on-site energy. Therefore $W=-32.629$ eV and

$$U_1=\frac{-32.629}{2}=-16.31\ \text{eV}.$$

The negative sign means that this energy falls as a bond lengthens, as a repulsion must. It balances the loss of bonding energy.

The frozen part of the dilation curvature is $6W=-195.78$ eV, and band mixing adds $-25.10$ eV. With $9V_0B=219.39$ eV,

$$U_2=\frac{219.39+195.78+25.10}{8}=55.03\ \text{eV}.$$

The band energy alone has negative curvature under dilation. In this model the resistance to compression comes from $U_2$.

### Part 2: tetragonal shear

For strains $e_1,e_2,e_3$ along the cubic axes, the elastic energy per volume is $\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)+C_{12}(e_1e_2+e_2e_3+e_3e_1)$. For $(-s/2,-s/2,s)$ the sum of squares is $3s^2/2$ and the sum of products is $s^2/4-s^2/2-s^2/2=-3s^2/4$. Per cell,

$$\delta E=\tfrac34V_0(C_{11}-C_{12})s^2.\tag{4}$$

The atoms do not shift inside the strained cell. Each site keeps a fourfold rotation–reflection axis along $z$. That operation reverses a force along $z$ and turns a force in the $xy$ plane by $90^\circ$, so no force can survive.

The squared length of every bond, in units of $d^2$, is

$$\frac13\left[2\left(1-\frac s2\right)^2+(1+s)^2\right]=1+\frac{s^2}{2},$$

because the terms linear in $s$ cancel. Hence all four bonds have

$$\varepsilon=\sqrt{1+s^2/2}-1=\frac{s^2}{4}+O(s^4).$$

The term $4U_2\varepsilon^2=U_2s^4/4+\dots$ is of fourth order and cannot contribute to (4). This is why $U_2$ drops out. The $U_1$ term is of second order, $4U_1\varepsilon=U_1s^2$. Equating $\tfrac12E_{\rm bs}''(s)+U_1$ to $\tfrac34V_0(C_{11}-C_{12})$ gives

$$C_{11}-C_{12}=\frac{2\left[E_{\rm bs}''(s)+2U_1\right]}{3V_0}.\tag{5}$$

So $U_1$ seems to matter, but it is tied to the bands by equilibrium. To see what remains, describe the strained crystal by its common stretch $\varepsilon$ and the angle $\theta$ through which its bonds have turned. For the bond $(1,1,1)$, the angle $\alpha$ above the $xy$ plane obeys

$$\tan\alpha=\frac{1+s}{\sqrt2(1-s/2)}=\frac1{\sqrt2}\left(1+\frac{3s}{2}+\dots\right).$$

Since $d\alpha=\cos^2\alpha\,d(\tan\alpha)$ and $\cos^2\alpha=2/3$,

$$\theta=\frac23\cdot\frac{3s}{2\sqrt2}=\frac{s}{\sqrt2}$$

to first order. The other bonds turn by the same angle towards $+z$ or $-z$.

Expand the total energy in $\varepsilon$ and $\theta$. The slope in $\varepsilon$ vanishes by (2). The slope in $\theta$ vanishes by cubic symmetry: the corresponding strains along $x$, $y$ and $z$ would have equal slopes, but these strains add to zero. Because $\varepsilon\sim s^2$, the terms in $\varepsilon\theta$ and $\varepsilon^2$ are beyond second order. What remains is $\tfrac12E_{\theta\theta}\theta^2=\tfrac14E_{\theta\theta}s^2$, and comparison with (4) gives

$$C_{11}-C_{12}=\frac{E_{\theta\theta}}{3V_0}.\tag{6}$$

At fixed bond length the repulsion is constant, so $E_{\theta\theta}$ is a curvature of the band energy alone. At the fitted equilibrium neither $U_1$ nor $U_2$ is needed. The shear stiffness measures how strongly the bands resist a change of bond angles.

To evaluate it, turn each bond by $\mathbf l\to\mathbf l\cos\theta+\mathbf m\sin\theta$, with $\mathbf m=(-\sigma_x,-\sigma_y,2\sigma_z)/\sqrt6$. The derivatives of $\mathbf l$ at $\theta=0$ are $\mathbf m$ and $-\mathbf l$. The $ss$ element does not change, and the others have

| block | first derivative | second derivative |
|---|---|---|
| $sp$ | $V_{sp}\mathbf m^T$ | $-V_{sp}\mathbf l^T$ |
| $pp$ | $\Delta(\mathbf l\mathbf m^T+\mathbf m\mathbf l^T)$ | $2\Delta(\mathbf m\mathbf m^T-\mathbf l\mathbf l^T)$ |

The $ps$ column is minus the transpose of the $sp$ row. Equation (1) then gives 63.56 eV for frozen states and $-9.50$ eV from mixing, so $E_{\theta\theta}=54.06$ eV and

$$C_{11}-C_{12}=\frac{54.06}{3\times39.96}=0.451\ \text{eV/Å}^3=72\ \text{GPa}.$$

Equation (5) agrees: $E_{\rm bs}''(s)=59.66$ eV, and $2(59.66-32.63)/119.88=0.451$ eV/Å$^3$. Numerical second derivatives of the energy of the strained crystal also give 0.4509 eV/Å$^3$, both with the fitted $U_2$ and with $U_2=0$.

A limiting case shows the origin of this stiffness. If $V_{sp}=0$ and $V_\sigma=V_\pi$, the blocks no longer depend on direction, so turning the bonds at fixed length leaves the Hamiltonian unchanged and $C_{11}-C_{12}=0$ in this model. This argument does not use (1), which may fail here: for $V_\sigma=V_\pi=-1$ eV or $3$ eV the bands overlap and there is no gap.

### Part 3: the Raman mode

Displace sublattice B relative to A by $u=xd$ along $z$. With $c=l_z=\pm1/\sqrt3$, a bond has length $r$ in units of $d$, where $r^2=1+2cx+x^2$. Expanding the root,

$$\varepsilon=cx+\frac{x^2}{2}-\frac{c^2x^2}{2}+\dots=\pm\frac{x}{\sqrt3}+\frac{x^2}{3}+\dots$$

The linear parts cancel in the sum, so $\sum\varepsilon_i=4x^2/3$. Their squares give $\sum\varepsilon_i^2=4x^2/3$ as well. The repulsion therefore adds $\tfrac43(U_1+U_2)x^2$, whose second derivative is $\tfrac83(U_1+U_2)$.

For the bands, the bond vector is $\mathbf b=\mathbf l+x\hat{\mathbf z}$. The direction is $\mathbf b/r$ and the hoppings carry $r^{-2}$. The blocks are thus

$$\frac{V_{ss}}{r^2},\qquad \frac{V_{sp}\mathbf b^T}{r^3},\qquad \frac{\Delta\,\mathbf b\mathbf b^T}{r^4}+\frac{V_\pi I}{r^2}.$$

With $c^2=1/3$, the binomial series gives

$$r^{-2}=1-2cx+\frac{x^2}{3},\quad r^{-3}=1-3cx+x^2,\quad r^{-4}=1-4cx+2x^2$$

to second order. Multiplying out and collecting powers of $x$ yields $H'$ and $H''$ for (1).

If the sublattices have displacements $u_A$ and $u_B$, the energy is $\tfrac12K(u_B-u_A)^2$ with $K=E''(x)/d^2$. The relative motion has reduced mass $M/2$, so

$$\frac M2\,\omega^2d^2=E_{\rm bs}''(x)+\frac83(U_1+U_2).\tag{7}$$

Here $U_2$ survives, because the bonds change length at first order. The frozen bands give 20.62 eV, mixing gives $-30.61$ eV, and the repulsion gives $\tfrac83(55.03-16.31)=103.25$ eV. The sum is 93.26 eV, and

$$K=\frac{93.26}{2.35^2}=16.89\ \text{eV/Å}^2,\qquad \hbar\omega=\hbar\sqrt{\frac{2K}{M}}=0.0709\ \text{eV},$$

or 17.1 THz.

The bulk modulus enters (7) through $\tfrac83U_2$, which by (3) contains $3V_0B=73.1$ eV. At fixed bands and bond length, a 5% larger $B$ adds 3.7 eV to 93.3 eV and so raises the frequency by about 2%.

No net charge moves between the atoms. They are identical, and the midpoint of a pair remains an inversion centre for any relative displacement. A calculation with displaced sublattices gives 4.000000 electrons per atom. Level shifts from a changed $s$–$p$ balance on each atom are still neglected.

### Comparison with silicon

The measured values are roughly 100 GPa for $C_{11}-C_{12}$ and 16 THz for the Raman mode. Relative to these, the model is nearly 30% low for the shear constant and 5 to 10% high for the Raman frequency. Its valence band width, 13.2 eV, is near the real one, roughly 12 to 13 eV; its gap of 1.5 eV exceeds the real gap of roughly 1.1 eV. The two gaps are also of different kinds: the model has its conduction minimum at L, whereas silicon has it near X, where the model's conduction band lies more than 3 eV above the valence top.

Real silicon breaks the nearest-neighbour assumption. Adding second-neighbour hopping at an assumed 5% of the first-neighbour values, with the same signs and both $U$'s refitted, raises $C_{11}-C_{12}$ by 0.6% and lowers the Raman frequency by 0.3%. With the signs of the added hoppings reversed, $C_{11}-C_{12}$ falls by 2.6% and the Raman frequency rises by 0.3%. Among the first-neighbour hoppings, $V_\sigma$ and $V_{sp}$ affect the shear constant most: raising $V_\sigma$ by 10% raises the two results by 7% and 2%, while raising $V_{sp}$ by 10% changes them by $+4\%$ and $-0.2\%$. None of these changes alone closes the gap in the shear constant. Orbital overlap and hoppings that depend on the surroundings are also left out, and their effect was not computed.

Two effects of temperature were estimated within the model, and both are small. At 300 K the thermal carrier factor $e^{-E_{\rm gap}/2kT}$ is $2\times10^{-13}$. If the relative motion in one cell is treated as an isolated oscillator at the Raman frequency, its rms displacement along one axis is $0.021d$. At that displacement the quartic term changes the harmonic energy by 0.013% for motion along a cubic axis. Along a body diagonal a cubic term also enters and changes the energy by about 0.9%, up or down according to the sense of the motion. In the crystal all phonons contribute, and the relative rms displacement of neighbours in this model is larger, roughly $0.035d$ along each cubic axis (about $0.024d$ along the bond and $0.040d$ across it). These numbers do not give the full anharmonic frequency shift, because the repulsion is truncated and coupling to other modes is omitted.

## Variation 1: a steeper hopping law

**Let the hoppings vary as $d^{-n}$ with unchanged values at $d$. What changes for $n=3$?**

Now $H'=-nH_{\rm hop}$ and $H''=n(n+1)H_{\rm hop}$. Equilibrium gives $U_1=nW/4$, which is $-24.5$ eV for $n=3$. The frozen dilation curvature becomes $12W=-391.6$ eV. The mixing part scales as $n^2$ and becomes $-25.10\times9/4=-56.5$ eV. Hence $U_2=(219.4+391.6+56.5)/8=83.4$ eV.

Both parameters rise by about half in magnitude, yet $C_{11}-C_{12}$ stays at 0.451 eV/Å$^3$, because (6) uses hoppings at fixed bond length. The Raman quantum does change, from 0.0709 to 0.0691 eV. With second-neighbour hopping the exponent would enter the shear constant too, since rotating the bonds changes second-neighbour distances. The parameters $U_1$ and $U_2$ would still drop out, because the argument for (6) needs only equilibrium and a repulsion confined to the four equal bonds.

## Variation 2: uniaxial strain

**Find $C_{11}$ and the part of it due to $U_2$.**

For a cubic crystal $3B=C_{11}+2C_{12}$. Substituting $C_{12}=C_{11}-(C_{11}-C_{12})$ gives

$$C_{11}=B+\tfrac23(C_{11}-C_{12})=0.610+0.301=0.911\ \text{eV/Å}^3,$$

and $C_{12}=0.911-0.451=0.460$ eV/Å$^3$. Direct uniaxial straining of the crystal also gives $C_{11}=0.911$ eV/Å$^3$.

A strain $s$ along $z$ stretches each bond by $\varepsilon=l_z^2s=s/3$ at first order. The quadratic repulsion adds $4U_2s^2/9$ to the cell energy, so its share of $C_{11}$ is

$$\frac{8U_2}{9V_0}=\frac{8\times55.03}{9\times39.96}=1.224\ \text{eV/Å}^3.$$

Without $U_2$, $C_{11}$ would be $-0.31$ eV/Å$^3$, and the crystal would be unstable. Since $C_{12}$ loses the same amount, the difference $C_{11}-C_{12}$ is untouched.

The numerical output below lists the main values used here.

## Computed results

```
bond length d = 2.35 angstrom
bulk modulus B = 0.61 eV/angstrom^3 = 97.7 GPa
atomic mass M = 28.09 u
p-s level splitting = 6.50 eV
hoppings ss, sp, pp sigma, pp pi = -2.00, 1.80, 3.00, -1.00 eV
cell volume V0 = 39.961 angstrom^3
valence band width = 13.167 eV
smallest gap on mesh = 1.509 eV
band energy per cell = -51.7061 eV
on-site part = -19.0769 eV
hopping part W = -32.6293 eV
dilation curvature, frozen states = -195.776 eV
dilation curvature, band mixing = -25.104 eV
9 V0 B = 219.389 eV
U1 = -16.3146 eV
U2 = 55.0335 eV
B recovered from E(V) = 0.61000 eV/angstrom^3
rotation curvature, frozen states = 63.558 eV
rotation curvature, band mixing = -9.499 eV
rotation curvature E_tt = 54.059 eV
strain curvature of band energy = 59.659 eV
C11-C12, rotation formula = 0.4509 eV/angstrom^3
C11-C12, strained crystal = 0.4509 eV/angstrom^3
C11-C12, strained, U2 = 0 = 0.4509 eV/angstrom^3
C11-C12 converted = 72.2 GPa
C11, uniaxial strain = 0.9106 eV/angstrom^3
C11, uniaxial, U2 = 0 = -0.3135 eV/angstrom^3
Raman curvature, frozen states = 20.619 eV
Raman curvature, band mixing = -30.608 eV
Raman curvature, repulsion = 103.250 eV
Raman curvature, total = 93.262 eV
Raman curvature, displaced crystal = 93.262 eV
Raman force constant = 16.888 eV/angstrom^2
Raman quantum = 0.07090 eV
Raman frequency = 17.14 THz
electrons on displaced atom = 4.000000
mesh change of E_tt, 12 to 16 = 0.0003 percent
hopping ~ 1/d^3: C11-C12 = 0.4509 eV/angstrom^3, Raman = 0.06908 eV
5% second neighbours: C11-C12 = 0.4537 eV/angstrom^3, Raman = 0.07070 eV
V_sp up 10%: C11-C12 = 0.4674 eV/angstrom^3, Raman = 0.07076 eV
V_sigma up 10%: C11-C12 = 0.4831 eV/angstrom^3, Raman = 0.07224 eV
thermal energy at 300 K = 0.02585 eV
carrier factor exp(-gap/2kT) = 2.1e-13
rms displacement / d at 300 K = 0.0208
quartic share of energy there = 0.013 percent
```
